# Second-order dispersion coefficients from multipole polarisabilities, with hydrogen C8, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the Coulomb interaction to a sum over pairs of excitations

### Definitions and statement

Atom A has its nucleus at the origin, and atom B has its nucleus at $R\hat{\mathbf z}$. The position of an electron is measured from the nucleus of its own atom. Atomic units are used in the algebra. The nuclei are fixed, the atoms are neutral, and each is in its ground state, which has orbital angular momentum zero and is non-degenerate apart from spin. The electrons of A are treated as distinguishable from those of B, so exchange between the atoms is left out. Relativity and the finite speed of light are left out as well.

The Racah-normalised spherical harmonics are $C_{lm}=\sqrt{4\pi/(2l+1)}\,Y_{lm}$. With the Condon-Shortley phase they read, for $m\ge 0$,

$$C_{lm}=(-1)^m\sqrt{\frac{(l-m)!}{(l+m)!}}\,\sin^m\!\theta\,P_l^{(m)}(\cos\theta)\,e^{im\phi},\qquad C_{l,-m}=(-1)^mC_{lm}^*, \tag{1}$$

where $P_l^{(m)}$ is the $m$-th derivative of the Legendre polynomial. In particular $C_{l0}=P_l(\cos\theta)$. The multipole operator of an atom is a sum over its electrons,

$$Q_{lm}=\sum_i r_i^l\,C_{lm}(\theta_i,\phi_i). \tag{2}$$

Let $|k\rangle$ be the excited states of the atom, continuum included, and let $\Delta_k>0$ be their energies above the ground state $|0\rangle$. The multipole polarisability at imaginary frequency is

$$\alpha_l(i\omega)=\sum_k\frac{2\Delta_k\,|\langle k|Q_{l0}|0\rangle|^2}{\Delta_k^2+\omega^2}. \tag{3}$$

At $\omega=0$ it has a direct meaning. To second order in $F$, a static perturbation $F\,Q_{l0}$ lowers the energy by $F^2\sum_k|\langle k|Q_{l0}|0\rangle|^2/\Delta_k=\tfrac12\alpha_l(0)F^2$.

The result to be derived is that the second-order interaction energy has the large-$R$ expansion $E_2=-\sum_{n\ge3}C_{2n}/R^{2n}$ with

$$C_{2n}=\sum_{\substack{l_1+l_2=n-1\\ l_1,l_2\ge1}}\frac{(2n-2)!}{2\pi\,(2l_1)!\,(2l_2)!}\int_0^\infty\alpha^A_{l_1}(i\omega)\,\alpha^B_{l_2}(i\omega)\,d\omega . \tag{4}$$

The integral runs over the half line. If it is taken over the whole real line, the prefactor must be halved, because the integrand is even in $\omega$.

### Solid harmonics from a null vector

The interaction depends on differences of electron positions, so a rule is needed that splits a harmonic function of a sum of two vectors into products. It is simplest for the scaled solid harmonics

$$S_{lm}(\mathbf r)=\frac{r^l\,C_{lm}(\theta,\phi)}{D_{lm}},\qquad D_{lm}=\sqrt{(l+m)!\,(l-m)!}. \tag{5}$$

Take the complex vector $\mathbf N(u)=(i\cos u,\;i\sin u,\;1)$. Its square is $\mathbf N\cdot\mathbf N=-\cos^2u-\sin^2u+1=0$. Therefore $\nabla^2(\mathbf N\cdot\mathbf r)^l=l(l-1)(\mathbf N\cdot\mathbf r)^{l-2}\,\mathbf N\cdot\mathbf N=0$, and $(\mathbf N\cdot\mathbf r)^l$ is a harmonic polynomial of degree $l$ for every $u$. With $x+iy=\rho e^{i\phi}$,

$$\mathbf N\cdot\mathbf r=z+i\rho\cos(\phi-u)=z+\frac{i\rho}{2}\left[e^{i(\phi-u)}+e^{-i(\phi-u)}\right]. \tag{6}$$

This depends on $\phi$ and $u$ through $\phi-u$ alone. In the Fourier series in $u$, the coefficient of $e^{-imu}$ thus carries the factor $e^{im\phi}$. It is also harmonic and homogeneous of degree $l$. The functions $r^lC_{lm}$ with $m=-l,\dots,l$ span all harmonic polynomials of degree $l$, and one of them has the factor $e^{im\phi}$. Hence

$$\frac{(\mathbf N\cdot\mathbf r)^l}{l!}=\sum_{m=-l}^{l}c_{lm}\,S_{lm}(\mathbf r)\,e^{-imu}. \tag{7}$$

The constant $c_{lm}$ follows from the lowest power of $\rho$ near the $z$ axis. For $m\ge0$, the factor $e^{im(\phi-u)}$ needs at least $m$ factors of the first exponential in (6). The lowest-order term on the left of (7) is

$$\frac{1}{l!}\binom lm z^{l-m}\left(\frac{i\rho}{2}\right)^m e^{im\phi}=\frac{(i/2)^m}{m!\,(l-m)!}\,z^{l-m}(x+iy)^m. \tag{8}$$

For $S_{lm}$ the value of $P_l^{(m)}(1)$ is required. Differentiating Legendre's equation $(1-x^2)P_l''-2xP_l'+l(l+1)P_l=0$ a further $m$ times and setting $x=1$ gives

$$P_l^{(m+1)}(1)=\frac{(l-m)(l+m+1)}{2(m+1)}\,P_l^{(m)}(1),\qquad P_l(1)=1, \tag{9}$$

so that $P_l^{(m)}(1)=(l+m)!/[2^m\,m!\,(l-m)!]$. The square roots in (1) and (5) combine to $1/(l+m)!$, which cancels the numerator. Near the axis, therefore,

$$S_{lm}\simeq\frac{(-1)^m}{2^m\,m!\,(l-m)!}\,z^{l-m}(x+iy)^m. \tag{10}$$

Comparison with (8) gives $c_{lm}=(-i)^m$. For $m=-k<0$ the second exponential in (6) gives $(i/2)^k z^{l-k}(x-iy)^k/[k!(l-k)!]$. The relation $S_{l,-k}=(-1)^kS_{lk}^*$ removes the sign in (10), so $c_{l,-k}=i^k=(-i)^{-k}$. The formula $c_{lm}=(-i)^m$ thus holds for both signs of $m$.

### Addition theorem

The binomial theorem for $\mathbf N\cdot(\mathbf a+\mathbf b)$ reads

$$\frac{[\mathbf N\cdot(\mathbf a+\mathbf b)]^L}{L!}=\sum_{l=0}^L\frac{(\mathbf N\cdot\mathbf a)^l}{l!}\,\frac{(\mathbf N\cdot\mathbf b)^{L-l}}{(L-l)!}. \tag{11}$$

Insert (7) three times and compare the coefficients of $e^{-iMu}$. On the right the phases multiply to $(-i)^m(-i)^{M-m}=(-i)^M$, the same phase as on the left. It cancels, and

$$S_{LM}(\mathbf a+\mathbf b)=\sum_{l=0}^{L}\sum_m S_{lm}(\mathbf a)\,S_{L-l,M-m}(\mathbf b), \tag{12}$$

where $m$ runs over the values for which both factors exist. No coupling coefficients appear, because the factor $1/D_{lm}$ in (5) has absorbed them. Numerical tests at random points confirm (7) and (12) for $l$ and $L$ up to 4.

### The interaction

Let $q_a$ be the charges of atom A at positions $\mathbf r_a$, nucleus included, and let $q_b$, $\mathbf r_b$ be those of atom B. The interaction between the atoms is

$$V=\sum_{a,b}\frac{q_aq_b}{|R\hat{\mathbf z}-\mathbf s_{ab}|},\qquad \mathbf s_{ab}=\mathbf r_a-\mathbf r_b. \tag{13}$$

For $s<R$ the generating function of the Legendre polynomials gives

$$\frac1{|R\hat{\mathbf z}-\mathbf s|}=\sum_{L=0}^\infty\frac{s^LP_L(\cos\theta_s)}{R^{L+1}}=\sum_{L=0}^\infty\frac{L!\,S_{L0}(\mathbf s)}{R^{L+1}}, \tag{14}$$

since $D_{L0}=L!$. Now apply (12) with $\mathbf a=\mathbf r_a$, $\mathbf b=-\mathbf r_b$ and $M=0$. A polynomial of degree $l_2$ obeys $S_{l_2,-m}(-\mathbf r_b)=(-1)^{l_2}S_{l_2,-m}(\mathbf r_b)$. The sums over charges then factorise:

$$V=\sum_{l_1,l_2,m}\frac{(-1)^{l_2}(l_1+l_2)!}{R^{l_1+l_2+1}}\Big[\sum_aq_aS_{l_1m}(\mathbf r_a)\Big]\Big[\sum_bq_bS_{l_2,-m}(\mathbf r_b)\Big]. \tag{15}$$

For $l=0$ each bracket is the total charge of an atom, which is zero. For $l\ge1$ a nucleus contributes nothing, because it sits where $r^l=0$. Each bracket is then minus the corresponding electron sum, and the two minus signs multiply to plus. With (2) and (5),

$$V=\sum_{l_1,l_2\ge1}\;\sum_{|m|\le\min(l_1,l_2)}\frac{(-1)^{l_2}(l_1+l_2)!}{R^{l_1+l_2+1}\,D_{l_1m}D_{l_2m}}\;Q^A_{l_1m}\,Q^B_{l_2,-m}. \tag{16}$$

The first term checks the signs. For one electron on each atom and $l_1=l_2=1$, $Q_{10}=z$ and $Q_{1,\pm1}=\mp(x\pm iy)/\sqrt2$. The terms $m=\pm1$ have $D_{11}^2=2$, and their operator products add up to $-(x_1x_2+y_1y_2)$. Equation (16) gives

$$-\frac{2}{R^3}\left[z_1z_2-\tfrac12(x_1x_2+y_1y_2)\right]=\frac{x_1x_2+y_1y_2-2z_1z_2}{R^3}, \tag{17}$$

which is the interaction of two dipoles whose separation lies along $z$.

The series (14) needs $s<R$, whereas atomic wavefunctions have tails that reach every distance. Taking matrix elements of (16) term by term therefore uses the expansion outside its region of convergence, in a part of space where the wavefunctions are exponentially small. The resulting series in $1/R$ is to be read as an asymptotic one, to be cut off after a few terms at large $R$. Its convergence at fixed $R$ is neither shown nor needed. A numerical test compares (16) with the four bare Coulomb terms of two hydrogen atoms at fixed electron positions, where the distances of the two electrons from their own nuclei add up to much less than $R$, and the two agree.

### Selection rules

The ground state has zero angular momentum, so $\langle0|Q_{lm}|0\rangle=0$ for $l\ge1$. With the multipole series (16) for $V$, the first-order energy $\langle00|V|00\rangle$ then vanishes. The series does not connect $|00\rangle$ to states in which one atom stays in its ground state either, because their matrix elements contain the same zero factor. The full interaction (13) does leave a first-order energy, which comes from the overlap of the electron clouds. It falls off exponentially with $R$ and so adds nothing to the expansion in powers of $1/R$. The second-order energy is

$$E_2=-\sum_{k,k'}\frac{|\langle kk'|V|00\rangle|^2}{\Delta_k+\Delta_{k'}}, \tag{18}$$

with both atoms excited in every term.

Since $Q_{lm}$ is component $m$ of a tensor of rank $l$, it turns $|0\rangle$ into a state of angular momentum $l$ and projection $m$:

$$Q_{lm}|0\rangle=\sum_\gamma q_{\gamma lm}\,|\gamma lm\rangle, \tag{19}$$

where $\gamma$ numbers the levels of given $l$. The amplitudes do not depend on $m$. To see this, apply the ladder operator $L_+$. It annihilates $|0\rangle$, and $[L_+,Q_{lm}]=\lambda\,Q_{l,m+1}$ with $\lambda=\sqrt{(l-m)(l+m+1)}$. The left side of (19) becomes $\lambda\,Q_{l,m+1}|0\rangle$. On the right, $L_+|\gamma lm\rangle=\lambda\,|\gamma l,m+1\rangle$ has the same factor. Hence $q_{\gamma l,m+1}=q_{\gamma lm}$, and the label $m$ can be dropped. The energies $\Delta_{\gamma l}$ do not depend on $m$ either.

A final state $|\gamma l_1m\rangle|\gamma'l_2,-m\rangle$ is therefore reached by one single term of (16). When the matrix element is squared there are no cross terms. This matters at order $R^{-8}$, where a product of the $R^{-3}$ and $R^{-5}$ parts of $V$ could otherwise stand beside the square of the $R^{-4}$ part. The sign $(-1)^{l_2}$ drops out on squaring.

### The sum over projections

Inserting the matrix elements into (18) gives

$$E_2=-\sum_{l_1,l_2\ge1}\frac{M_{l_1l_2}}{R^{2(l_1+l_2+1)}}\sum_{\gamma,\gamma'}\frac{|q^A_{\gamma l_1}|^2\,|q^B_{\gamma'l_2}|^2}{\Delta^A_{\gamma l_1}+\Delta^B_{\gamma'l_2}}, \tag{20}$$

$$M_{l_1l_2}=\sum_m\frac{[(l_1+l_2)!]^2}{(l_1+m)!\,(l_1-m)!\,(l_2+m)!\,(l_2-m)!}. \tag{21}$$

Write $1/[(l+m)!(l-m)!]=\binom{2l}{l+m}/(2l)!$, and use $\binom{2l_2}{l_2+m}=\binom{2l_2}{l_2-m}$. The sum that remains is

$$\sum_m\binom{2l_1}{l_1+m}\binom{2l_2}{l_2-m}=\binom{2l_1+2l_2}{l_1+l_2}. \tag{22}$$

Both sides are the coefficient of $t^{l_1+l_2}$ in $(1+t)^{2l_1}(1+t)^{2l_2}=(1+t)^{2l_1+2l_2}$. The factor $[(l_1+l_2)!]^2$ cancels the denominator of the last binomial coefficient, so

$$M_{l_1l_2}=\frac{(2l_1+2l_2)!}{(2l_1)!\,(2l_2)!}=\binom{2l_1+2l_2}{2l_1}. \tag{23}$$

The geometry of the interaction has been reduced to a single binomial coefficient. Collecting the terms with $l_1+l_2=n-1$ gives the power $R^{-2n}$ and

$$C_{2n}=\sum_{\substack{l_1+l_2=n-1\\l_1,l_2\ge1}}\binom{2n-2}{2l_1}\sum_{\gamma,\gamma'}\frac{|q^A_{\gamma l_1}|^2\,|q^B_{\gamma'l_2}|^2}{\Delta^A_{\gamma l_1}+\Delta^B_{\gamma'l_2}}. \tag{24}$$

Every term is positive, so in second order each power of $1/R$ is attractive.

## 2. The frequency integral and hydrogen

### Symbols and results taken over

Two neutral atoms in spherical ground states are a distance $R$ apart. The operator $Q_{lm}=\sum_ir_i^lC_{lm}$ excites an atom to levels $\gamma$ of angular momentum $l$, with excitation energies (gaps) $\Delta_{\gamma l}>0$ and strengths $s_{\gamma l}=|q_{\gamma l}|^2=|\langle\gamma l0|Q_{l0}|0\rangle|^2$. The interaction $V$ is a sum of terms in $Q^A_{l_1m}Q^B_{l_2,-m}R^{-(l_1+l_2+1)}$ with $l_1,l_2\ge1$. The second-order energy is $-\sum_nC_{2n}/R^{2n}$, with $C_{2n}$ given by the pair sum (24). In the present symbols the polarisability (3) is $\alpha_l(i\omega)=\sum_\gamma2\Delta_{\gamma l}s_{\gamma l}/(\Delta_{\gamma l}^2+\omega^2)$.

### Separating the two atoms

The denominator $\Delta^A+\Delta^B$ in (24) ties the atoms together. An integral separates them. For $a,b>0$ and $a\ne b$, partial fractions give

$$\frac{ab}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{ab}{b^2-a^2}\left[\frac1{a^2+\omega^2}-\frac1{b^2+\omega^2}\right]. \tag{25}$$

With $\int_0^\infty d\omega/(a^2+\omega^2)=\pi/(2a)$, the integral of (25) is

$$\frac{ab}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)=\frac\pi2\,\frac{b-a}{b^2-a^2}=\frac{\pi}{2(a+b)}. \tag{26}$$

The case $a=b$ follows by continuity. Set $a=\Delta^A_{\gamma l_1}$ and $b=\Delta^B_{\gamma'l_2}$, multiply by the strengths and sum. Each polarisability contains a factor 2, so the product of strengths and gaps is one quarter of the product of polarisabilities:

$$\sum_{\gamma,\gamma'}\frac{s^A_{\gamma l_1}s^B_{\gamma'l_2}}{\Delta^A_{\gamma l_1}+\Delta^B_{\gamma'l_2}}=\frac2\pi\cdot\frac14\int_0^\infty\alpha^A_{l_1}\alpha^B_{l_2}\,d\omega=\frac1{2\pi}\int_0^\infty\alpha^A_{l_1}(i\omega)\,\alpha^B_{l_2}(i\omega)\,d\omega. \tag{27}$$

Together with (24) this proves (4). The practical gain is that each atom can be treated alone and its $\alpha_l(i\omega)$ stored on a frequency grid.

The step needs positive gaps. For an excited atom with a downward transition, $a=-|a|$, the integral in (26) gives $-\pi/[2(|a|+b)]$ instead of the required $\pi/[2(b-|a|)]$. Formula (4) then fails without extra terms.

Formula (4) is now proved for two neutral atoms in spherical ground states: each second-order coefficient $C_{2n}$ follows from the polarisabilities of the separate atoms. It remains to write out the first three coefficients, to find where second order is the whole coefficient, and to compute the values for hydrogen and their range of use.
